# Bewick-Fleischmann-Thirsk current for instantaneous nucleation and its maximum

**Q:** I step the potential of a flat electrode, and the deposition current rises, passes through a maximum and falls. You want to explain this by discs of metal growing into one another. Depletion of the solution could also make a current fall. What exactly are you assuming?

**A:** I assume that depletion plays no part, and I ask what geometry alone does. At $t=0$ the step creates $N_0$ nuclei per unit area. They are placed independently and uniformly on an electrode much larger than their spacing. Each grows as a disc of fixed height $h$, one layer thick, from negligible radius. Metal is added at the free edge of a disc and not on its top. The net molar flux $k$ into the edge, in moles per unit area of edge face and unit time, is constant. This requires a constant overpotential, with no ohmic drift and no change of concentration at the edge. It also neglects edge tension, which slows the growth of very small discs. Where two discs meet, growth stops.

Each deposited atom takes up $z$ electrons. The current that charges the double layer, side reactions and the growth of further layers are left out. I count deposition current as positive; if cathodic current is counted negative, every current below changes sign and the maximum becomes a minimum. I use SI units, which suit a current density better than atomic units do.

**Q:** Then start with one disc. Why should its radius grow linearly, when a larger disc needs more metal to grow by the same amount?

**A:** Because it also has more edge on which to collect it. Let $V=M/\rho$ be the molar volume, with $M$ the molar mass and $\rho$ the density. A disc of radius $r$ contains $n=\pi r^2h/V$ moles, so

$$\frac{dn}{dt}=\frac{2\pi r h}{V}\,\frac{dr}{dt}.$$

The edge face has area $2\pi rh$ and receives $2\pi rh\,k$ moles per unit time. Equating the two rates, the factor $2\pi rh$ cancels:

$$\frac{dr}{dt}=kV\equiv v,\qquad r=vt.$$

By Faraday's law the disc carries the current $zFk\cdot 2\pi rh$, which grows in proportion to time.

**Q:** Add up $N_0$ such discs and you get a current that rises for ever. Where is the maximum?

**A:** It isn't there yet, because the sum ignores overlap. Multiplying by $N_0$ gives

$$j_{\text{free}}=zFkh\,2\pi N_0vt .$$

It helps to introduce the charge of a complete layer per unit area. Such a layer holds $h/V$ moles per unit area, so

$$q=\frac{zFh}{V},\qquad zFkh=\frac{zFh}{V}\,kV=qv,$$

and $j_{\text{free}}=2\pi N_0v^2q\,t$. The corresponding sum of disc areas per unit area of electrode is the extended coverage,

$$X=\pi N_0v^2t^2 .$$

It counts a region covered by two discs twice, and so it passes 1 and keeps growing. The true coverage $\theta$ cannot exceed 1. The task is to find $\theta$ from $X$.

**Q:** But real discs stop when they touch. If you let them pass through each other on paper, you are treating a different deposit.

**A:** The covered region is the same. Take a point $P$ whose nearest seed is $S$, at distance $d$. Nothing can reach $P$ before the time $d/v$, since every other seed is at least as far away. I must show that the disc from $S$ does reach $P$ at that time and isn't blocked on the way.

Let $Q$ be any point on the straight line from $S$ to $P$, and suppose another seed $S'$ were closer to $Q$ than $S$ is. By the triangle inequality,

$$|PS'|\le|PQ|+|QS'|<|PQ|+|QS|=|PS| ,$$

which contradicts the choice of $S$ as the nearest seed to $P$. So no other disc arrives first anywhere along the line, and $P$ is covered at $t=d/v$. A point is therefore bare at time $t$ if and only if no seed lies within the distance $vt$ of it. This holds equally for the real discs and for circles that pass through each other.

**Q:** Fine, but how do you get a probability out of that without guessing how the discs overlap?

**A:** I need no guess, only the independent placement of the seeds. Let $N$ seeds lie on an electrode of area $S_0$, with $N_0=N/S_0$. One seed falls within $vt$ of a given point with probability $\pi v^2t^2/S_0=X/N$. Points near the outer border of the electrode are an exception, but their share vanishes as the electrode grows. All $N$ seeds miss the circle with probability

$$P_{\text{bare}}=\left(1-\frac{X}{N}\right)^{N}.$$

Take the logarithm and expand it for $X\ll N$:

$$\ln P_{\text{bare}}=N\ln\!\left(1-\frac XN\right)=-X-\frac{X^2}{2N}-\dots$$

At fixed $N_0$ and fixed $t$, $X$ stays fixed while $N\to\infty$, and the corrections vanish. The bare fraction becomes $e^{-X}$, so

$$\theta=1-e^{-X},\qquad d\theta=e^{-X}dX=(1-\theta)\,dX .$$

This is Avrami's relation. Of each increment of extended area, only the fraction that falls on bare surface is new deposit.

**Q:** That last sentence bothers me. The increments sit at the rims of discs, not at random points. Why should the bare fraction of the whole surface apply to a rim?

**A:** Because the position of one seed says nothing about the others. Fix a seed and choose a point on its rim. The point is free if none of the other $N-1$ seeds lies within $vt$ of it, which has probability

$$\left(1-\frac XN\right)^{N-1}\longrightarrow e^{-X}.$$

The missing factor $1-X/N$ tends to 1, so the free fraction of a rim equals the bare fraction of the surface. The free edge length per unit area is the total rim length times this fraction:

$$L=2\pi N_0vt\,e^{-X}.$$

There is a check by area balance. Since $dX/dt=2\pi N_0v^2t$,

$$\frac{d\theta}{dt}=e^{-X}\frac{dX}{dt}=2\pi N_0v^2t\,e^{-X}=vL ,$$

which says that new area is the area swept by the free edge.

Both statements can be tested without the exponential. I placed 30000 random seeds in a square with periodic borders and measured distances to the nearest seed. When the disc radius was 0.40 in units of $N_0^{-1/2}$, the measured coverage was 0.396 and the measured free fraction of the rims was 0.604. These add up to 1, as the argument requires, and the formula gives a coverage of 0.395. Between radii 0.20 and 0.60 the coverage rose by 0.560, while the area swept by the measured free edge was 0.559.

**Q:** Now I'll accept the geometry. Write the current, and show me where each material constant goes.

**A:** Current enters at the free edge, whose face has area $hL$ per unit area of electrode. Thus

$$j=zFkhL=qvL=q\frac{d\theta}{dt},$$

and inserting $L$ gives

$$j(t)=2\pi N_0v^2q\,t\,\exp\!\left(-\pi N_0v^2t^2\right).$$

To restore the material constants, use $v=kV$ and $q=zFh/V$. One factor of $V$ survives in the prefactor,

$$qv^2=\frac{zFh}{V}\,k^2V^2=zFhk^2\frac{M}{\rho},$$

while the exponent contains $v^2=k^2M^2/\rho^2$. Hence

$$j(t)=\frac{2\pi zFMhN_0k^2}{\rho}\,t\,\exp\!\left(-\frac{\pi N_0M^2k^2t^2}{\rho^2}\right).$$

This is the Bewick-Fleischmann-Thirsk current for instantaneous two-dimensional nucleation. Its integral over all times is $q[\theta(\infty)-\theta(0)]=q$, the charge of one layer.

**Q:** So the maximum comes when the discs begin to touch?

**A:** No. With random placement some pairs lie close together and touch early, so there is no single moment of contact. The maximum marks a balance of two rates. For $t>0$ the current is positive, and I may differentiate its logarithm:

$$\ln j=\ln(2\pi N_0v^2q)+\ln t-\pi N_0v^2t^2,$$

$$\frac{d\ln j}{dt}=\frac1t-2\pi N_0v^2t .$$

The first term is the relative rate at which the rims lengthen. The second is the relative rate at which overlap removes free edge. Setting the sum to zero gives $t^2=1/(2\pi N_0v^2)$, and the positive root is

$$t_m=\frac{1}{v\sqrt{2\pi N_0}}=\frac{\rho}{Mk\sqrt{2\pi N_0}} .$$

The derivative of $\ln j$ falls steadily from $+\infty$ to $-\infty$, so it has one zero, and the current rises before it and falls after it.

For the height, note that $2\pi N_0v^2=1/t_m^2$ and therefore $X=t^2/(2t_m^2)$, which is $1/2$ at the maximum. Then

$$j_m=\frac{q}{t_m^2}\,t_m\,e^{-1/2}=\frac{q}{t_m}e^{-1/2}=qv\sqrt{2\pi N_0}\,e^{-1/2}.$$

The coverage there is $1-e^{-1/2}$, or 0.3935. More than half of the surface is still bare when the current starts to fall.

**Q:** Put in numbers. I want to see whether the sizes are sensible.

**A:** I take round model parameters that stand for no particular metal: $z=1$, $h=0.25$ nm, $V=1.0\times10^{-5}$ m³/mol, $k=0.050$ mol/(m² s) and $N_0=1.0\times10^{12}$ m⁻². The edge speed is

$$v=0.050\times1.0\times10^{-5}\ \text{m/s}=0.500\ \mu\text{m/s},$$

and the layer charge is

$$q=\frac{96485\times0.25\times10^{-9}}{1.0\times10^{-5}}\ \text{C/m}^2=2.412\ \text{C/m}^2,$$

or 241.2 µC/cm². The disc radius at the maximum is $vt_m=1/\sqrt{2\pi N_0}=0.399$ µm. It depends on the density of nuclei and not on how fast they grow. Dividing by $v$,

$$t_m=\frac{0.399\ \mu\text{m}}{0.500\ \mu\text{m/s}}=0.798\ \text{s}.$$

The product $j_mt_m=qe^{-1/2}$ is 1.463 C/m², so

$$j_m=\frac{1.463}{0.798}\ \text{A/m}^2=1.83\ \text{A/m}^2=0.183\ \text{mA/cm}^2 .$$

Without overlap the current at this time would be 3.02 A/m². Multiplying by the free fraction, $1-0.3935=0.6065$, gives 1.83 A/m² again.

These numbers also set a condition on the solution. The layer takes $h/V=2.5\times10^{-5}$ mol/m², and with $D\approx10^{-9}$ m²/s diffusion supplies it from a depth $\sqrt{Dt_m}\approx28$ µm. The ratio is about 1 mol/m³, that is 1 mM. Depletion can be neglected here only if the metal ion concentration is far above 1 mM.

The simulated discs give an independent value. Their measured edge length, smoothed by a polynomial in the radius, has its maximum at 0.799 s, with a current of 1.831 A/m². The small differences from the formula are sampling noise: other random placements of the same number of seeds scatter by about 0.004 s and 0.007 A/m², so the third decimal is not significant.

**Q:** One peak can be matched by many curves. What does the whole transient look like?

**A:** Divide $j=(q/t_m^2)\,t\,e^{-t^2/(2t_m^2)}$ by $j_m=(q/t_m)e^{-1/2}$:

$$\frac{j}{j_m}=\frac{t}{t_m}\exp\!\left[\frac12\left(1-\frac{t^2}{t_m^2}\right)\right].$$

No parameter is left, so within this model all transients have one shape once time and current are scaled by the peak. At half the peak time the current is 0.727 of its maximum; at twice the peak time it is 0.446, and at three times 0.055.

At early times the exponential in $j(t)$ is close to 1, and the current follows the straight line of separate discs. At $t_m/4$ that line gives $3.023/4=0.756$ A/m², whereas the full law gives 0.733 A/m², about 3% less than the line. At late times the Gaussian factor dominates, because a bare point survives only if a whole circle of area $\pi v^2t^2$ around it happens to contain no seed.

Near the top, write $j'=jg$ with $g=1/t-t/t_m^2$. Then $j''=j'g+jg'$. At $t_m$ both $g$ and $j'$ vanish, and $g'=-1/t_m^2-1/t_m^2$, so

$$j''(t_m)=-\frac{2j_m}{t_m^2}.$$

The negative sign confirms the maximum.

**Q:** Then I can measure the peak and read off the number of nuclei?

**A:** Not from the transient alone. Divide the law by $t$ and take the logarithm, with $j/t$ expressed in a fixed unit:

$$\ln\frac{j}{t}=\ln(2\pi N_0v^2q)-\pi N_0v^2\,t^2 .$$

Against $t^2$ this is a straight line. Its slope gives $N_0v^2$, and its intercept then gives $q$. Nothing else appears in the law. With known $V$ you obtain $N_0k^2$, but four times as many nuclei growing at half the speed produce the same current at every time. To separate $N_0$ from $k$ you need another measurement, such as a count of the nuclei.

The peak does offer a consistency check: $j_mt_m\sqrt e$ must equal the charge of the layer. If the two differ by more than the errors of measurement, at least one assumption of the model fails for that deposit.

**Q:** You lean heavily on random placement. Suppose the nuclei sit on a regular pattern. Surely the average density is what counts?

**A:** It isn't, and a square lattice shows why. Let the spacing be $a_0=N_0^{-1/2}$. Until $r=a_0/2$ no discs touch, and the free edge per disc is $2\pi r$, which rises. Beyond contact, each of the four neighbours hides an arc of half-angle $\varphi=\arccos(a_0/2r)$. The hidden arcs don't overlap until the surface is full, at $r=a_0/\sqrt2$, where $\varphi=\pi/4$. The free edge per disc is then

$$\ell=r(2\pi-8\varphi).$$

From $\cos\varphi=a_0/2r$, differentiation gives $-\sin\varphi\,d\varphi/dr=-\cos\varphi/r$, so $r\,d\varphi/dr=\cot\varphi$ and

$$\frac{d\ell}{dr}=2\pi-8(\varphi+\cot\varphi).$$

The sum $\varphi+\cot\varphi$ has derivative $1-1/\sin^2\varphi=-\cot^2\varphi<0$. On $0<\varphi\le\pi/4$ its smallest value is therefore $\pi/4+1$, and $d\ell/dr\le-8$. The free edge falls from the moment of contact.

Here, then, the maximum does coincide with first contact, at $t=1/(2v\sqrt{N_0})=1.000$ s instead of 0.798 s. The coverage is $\pi/4=0.785$, whereas Avrami's formula would give 0.544 at that time. The density and speed are the same as before; only the arrangement differs. Nuclei that avoid one another, or that gather along steps and scratches, violate the independence on which the exponential rests.

**Q:** And "instantaneous"? No nucleus appears in zero time. How quick is quick enough?

**A:** Give each of the $N_0$ sites per unit area a constant activation rate $a$, so that it starts between $s$ and $s+ds$ with probability $ae^{-as}ds$. At time $t$ its disc has radius $v(t-s)$. The argument for the bare fraction is unchanged, except that the area is averaged over starting times:

$$X=\pi N_0v^2I,\qquad I=\int_0^t ae^{-as}(t-s)^2ds .$$

**Q:** Wait. Some sites will be buried before they start. You are counting nuclei that never exist.

**A:** I am, but they add nothing to the covered region. Suppose a site would start at time $s$ beneath a disc that started at $s'$, with the two centres a distance $d\le v(s-s')$ apart. At a later time $t$, the farthest point of the fictitious disc from the older centre is at

$$d+v(t-s)\le v(s-s')+v(t-s)=v(t-s').$$

It stays inside the older disc, taken as a full circle. If that disc is itself fictitious, it lies inside a still older one, and the chain ends at a real disc. Real discs born at different times again cover the union of their full circles: the straight-line argument holds with the distance $d$ replaced by the arrival time $s+d/v$. So counting these sites leaves the coverage unchanged and keeps the sites independent.

Now integrate by parts twice:

$$I=t^2-2\int_0^te^{-as}(t-s)\,ds,$$

$$\int_0^te^{-as}(t-s)\,ds=\frac ta-\frac{1-e^{-at}}{a^2}.$$

Together these give

$$I=\left(t-\frac1a\right)^2+\frac1{a^2}-\frac{2e^{-at}}{a^2}.$$

For $at\gg1$ the last term is negligible. With $u=t-1/a$ and $\pi N_0v^2=1/(2t_m^2)$, the current $q\,e^{-X}dX/dt$ becomes

$$j=\frac{q}{t_m^2}\,u\,e^{-u^2/(2t_m^2)}\,e^{-1/(2a^2t_m^2)} .$$

This is the earlier law delayed by the mean starting time $1/a$ and multiplied by a constant. If $at_m$ is large, the peak falls in this range. It then lies at $t_m+1/a$, and its height is reduced by the factor $\exp[-1/(2a^2t_m^2)]$. At $at_m=2$ the dropped term already matters: the peak lies at $1.44\,t_m$ instead of $1.50\,t_m$, with height $0.92\,j_m$ instead of $0.88\,j_m$.

For $a=20$ s⁻¹, $at_m$ is about 16. The predicted peak time is $0.798+0.050=0.848$ s. Numerical integration over the starting times, with the exponential term kept, also gives 0.848 s and a height of 0.998 $j_m$, as predicted. The delay is 6% of $t_m$, while the loss of height is 0.2% of $j_m$. "Instantaneous" thus means $at_m\gg1$, and the peak time is the more sensitive of the two.

**Q:** What if activation is slow instead?

**A:** If $at\ll1$ throughout the transient, $e^{-as}\approx1$ and $I\approx a\int_0^t(t-s)^2ds=at^3/3$. Then

$$X=\frac{\pi N_0av^2t^3}{3},\qquad j=\pi N_0av^2q\,t^2e^{-X}.$$

This is progressive nucleation. The current starts as $t^2$, since both the number of discs and their radii grow. Its maximum follows from $2/t=\pi N_0av^2t^2$, or $t^3=2/(\pi N_0av^2)$, where $X=2/3$ instead of $1/2$. For discs one layer thick, the early rise therefore distinguishes the two limits: linear for instantaneous nucleation, quadratic for progressive. Other growth shapes give other powers; three-dimensional centres nucleated instantaneously and growing at constant speed also start as $t^2$. With fast but finite activation, the very first part of the current, at $t\ll1/a$, is also quadratic. If $at_m\gg1$, a nearly linear rise follows after a few times $1/a$, still well before the peak. The tangent at the steepest point extrapolates back to zero current somewhat before $t=1/a$: at about $0.82/a$ for $at_m=16$, $0.94/a$ for 50 and $0.99/a$ for 200.

**Q:** Suppose the nuclei are not points at the start. Does that spoil the result?

**A:** It shifts it. If every disc starts with radius $r_0$ and the centres are still independent, then $r=r_0+vt=v(t+r_0/v)$. In the current, $t$ is replaced by $t+r_0/v$, and the peak comes earlier by $r_0/v$. The initial current is no longer zero. If $r_0\ge vt_m$, the current falls from the start and there is no later maximum. In the worked example, neglecting the initial radius means that $r_0$ must be small compared with 0.399 µm.

The other conditions are of a different kind. If the solution near the edge is depleted, $v$ changes with time. If a second layer starts on the first, its current is added before the first layer is complete, and the transient is no longer that of a single layer. If double-layer charging lasts for a time comparable with $t_m$, it distorts the rise, and the potential is not yet constant while the discs grow. In each case a maximum may still be seen, but the formula for $t_m$ no longer gives its position without a further calculation. The values used here, with further points on the transient, are listed in the numerical output.

## Computed values

```
electrons per ion z = 1
layer height h = 0.25 nm
molar volume V = 1.0e-05 m^3/mol
edge flux k = 0.050 mol/(m^2 s)
nucleus density N0 = 1.0e+12 1/m^2
Faraday constant F = 96485.33 C/mol
edge speed v = 0.500 um/s
layer charge q = 2.4121 C/m^2 = 241.2 uC/cm^2
time of maximum t_m = 0.7979 s
maximum current j_m = 1.8336 A/m^2 = 0.1834 mA/cm^2
disc radius at t_m = 0.3989 um
extended coverage at t_m = 0.5000
coverage at t_m = 0.3935
current at t_m if discs did not overlap = 3.0232 A/m^2
product j_m t_m = 1.4630 C/m^2
integrated charge = 2.4121 C/m^2
t/t_m = 0.25: t = 0.1995 s, j = 0.7325 A/m^2, j/j_m = 0.3995
t/t_m = 0.50: t = 0.3989 s, j = 1.3340 A/m^2, j/j_m = 0.7275
t/t_m = 1.00: t = 0.7979 s, j = 1.8336 A/m^2, j/j_m = 1.0000
t/t_m = 1.50: t = 1.1968 s, j = 1.4722 A/m^2, j/j_m = 0.8029
t/t_m = 2.00: t = 1.5958 s, j = 0.8183 A/m^2, j/j_m = 0.4463
t/t_m = 3.00: t = 2.3937 s, j = 0.1008 A/m^2, j/j_m = 0.0549
simulation: number of random seeds = 30000
r sqrt(N0) = 0.20: coverage sim 0.118, formula 0.118; free edge fraction sim 0.883
r sqrt(N0) = 0.40: coverage sim 0.396, formula 0.395; free edge fraction sim 0.604
r sqrt(N0) = 0.60: coverage sim 0.678, formula 0.677; free edge fraction sim 0.323
simulation: coverage gained = 0.560, edge-swept = 0.559
simulation: time of maximum = 0.799 s
simulation: maximum current = 1.831 A/m^2
simulation: coverage at maximum = 0.395
square lattice: time of maximum = 1.000 s
square lattice: coverage at maximum = 0.785
Avrami coverage at that time = 0.544
activation rate a = 20.0 1/s
product a t_m = 15.96
finite activation: time of maximum = 0.8479 s
predicted t_m + 1/a = 0.8479 s
finite activation: peak height / j_m = 0.9980
predicted height factor = 0.9980
```
